# Volmer and Langmuir isotherms: mobile and localised adsorption at high coverage, part 1

(Sections cited here and not found follow in the second part.)

## Definitions and conventions

A flat surface of area $A$ holds $N$ adsorbed molecules of mass $m$ at temperature $T$. The surface is in equilibrium with an ideal gas of the same molecules at pressure $p$. The number density on the surface is $\rho=N/A$, and $k_B$ is Boltzmann's constant.

Each adsorbed molecule is assigned an excluded area $b$, independent of density and temperature. The coverage and the crowding ratio are

$$\theta=b\rho=\frac{bN}{A},\qquad x=\frac{\theta}{1-\theta},\qquad 1+x=\frac{1}{1-\theta},\qquad \theta=\frac{x}{1+x}.$$

As $\theta$ runs from 0 to 1, $x$ runs from 0 to infinity.

The zero of energy is a molecule at rest far from the surface. The bottom of the adsorption well lies at $-\varepsilon$, with $\varepsilon>0$. Motion normal to the surface is a harmonic vibration of angular frequency $\omega$. Its partition function, counted from the bottom of the well, is a geometric series:

$$q_z=\sum_{n=0}^{\infty}e^{-(n+1/2)\hbar\omega/k_BT}
=\frac{e^{-\hbar\omega/2k_BT}}{1-e^{-\hbar\omega/k_BT}}
=\frac{1}{2\sinh(\hbar\omega/2k_BT)} .$$

The zero-point energy is inside $q_z$ and must not be subtracted from $\varepsilon$ again. The thermal wavelength is $\Lambda=h/\sqrt{2\pi mk_BT}$. Rotations and internal vibrations are taken to be the same on the surface as in the gas, so their factors cancel at equilibrium.

A mobile adsorbate is one whose centre may lie anywhere on the surface. A localised adsorbate may occupy discrete sites only. The distinction concerns the set of allowed positions, not the speed of motion. Molecules that hop rapidly between sites are still localised in this sense, because an equilibrium isotherm contains no hopping rate.

## What the excluded area stands for

For hard molecules the lateral positions enter through the configuration integral $Z_N$, the integral over all positions $\mathbf r_1,\dots,\mathbf r_N$ at which no two molecules overlap. The Volmer model sets

$$Z_N=(A-Nb)^N. \tag{1}$$

On a line this form can be derived. Let $N$ rods of length $b$ lie between walls a distance $L$ apart, and let $s_i$ be the left end of the $i$th rod in order from the left. Non-overlap requires $s_{i+1}\ge s_i+b$. Define $t_i=s_i-(i-1)b$. The conditions become

$$0\le t_1\le t_2\le\dots\le t_N\le L-Nb .$$

The shift leaves the volume element unchanged. The ordered region has volume $(L-Nb)^N/N!$, and there are $N!$ orderings of labelled rods. Hence $Z_N=(L-Nb)^N$, which is (1) with length in place of area.

On a surface (1) is an assumption, since disks have no left-to-right order that would permit the same shift. Its dilute limit fixes a natural value of $b$. A disk of diameter $d$ forbids the centre of another disk an area $\pi d^2$. If molecules are placed one after another and the forbidden areas do not yet overlap, then

$$\ln\frac{Z_N}{A^N}\approx\sum_{i=0}^{N-1}\ln\!\left(1-\frac{i\pi d^2}{A}\right)\approx-\frac{\pi d^2}{A}\,\frac{N^2}{2}.$$

Equation (1) gives $N\ln(1-Nb/A)\approx-N^2b/A$. The two agree if

$$b=\frac{\pi d^2}{2}. \tag{2}$$

The factor one half arises because each exclusion belongs to a pair. This choice is correct to first order in density. Its failure at higher density is worked out in the second half.

## Partition function and spreading pressure

Each of the two lateral momentum integrals contributes $1/\Lambda$ per molecule. The normal motion and the well contribute $q_ze^{\varepsilon/k_BT}$, and $1/N!$ accounts for indistinguishability. Therefore

$$Q_N=\frac{(A-Nb)^N}{N!\,\Lambda^{2N}}\left(q_ze^{\varepsilon/k_BT}\right)^N .$$

With Stirling's formula, $\ln N!\approx N\ln N-N$, the free energy $F=-k_BT\ln Q_N$ is

$$\frac{F}{k_BT}=-N\ln(A-Nb)+N\ln N-N+N\ln\Lambda^2-N\ln q_z-\frac{N\varepsilon}{k_BT}. \tag{3}$$

The spreading pressure $\Pi$, a force per unit length, is the two-dimensional counterpart of pressure. Only the first term of (3) depends on $A$, so

$$\Pi=-\left(\frac{\partial F}{\partial A}\right)_{N,T}=\frac{Nk_BT}{A-Nb}=\frac{k_BT}{b}\,x. \tag{4}$$

The last step uses $Nb/(A-Nb)=\theta/(1-\theta)$. Thus $x$ has a direct meaning: $x=\Pi b/k_BT$ is the work of opening an area $b$ against the spreading pressure, in units of $k_BT$.

## Chemical potential

Differentiate (3) with respect to $N$ at fixed $A$ and $T$. The first term gives two contributions:

$$\frac{\partial}{\partial N}\left[-N\ln(A-Nb)\right]=-\ln(A-Nb)+\frac{Nb}{A-Nb}.$$

The term $N\ln N-N$ gives $\ln N+1-1=\ln N$. Collecting everything,

$$\frac{\mu}{k_BT}=\ln\frac{N\Lambda^2}{A-Nb}+\frac{Nb}{A-Nb}-\ln q_z-\frac{\varepsilon}{k_BT}
=\ln\frac{\Lambda^2x}{b}+x-\ln q_z-\frac{\varepsilon}{k_BT}. \tag{5}$$

The logarithm contains the free area per molecule. The added $x$ has another origin: a new molecule reduces by $b$ the area open to each of the $N$ molecules already present. This collective cost produces the exponential in the Volmer law.

## Equilibrium with the gas

For the gas in volume $V$, $Q_N^{\rm gas}=V^N/(N!\Lambda^{3N})$. Differentiation gives $\mu_{\rm gas}=k_BT\ln(N\Lambda^3/V)$, where $N$ now counts gas molecules. The ideal-gas law $N/V=p/k_BT$ turns this into

$$\mu_{\rm gas}=k_BT\ln\frac{p\Lambda^3}{k_BT}.$$

Equate this to (5) and exponentiate:

$$\frac{p\Lambda^3}{k_BT}=\frac{\Lambda^2}{b}\,x\,e^{x}\,\frac{e^{-\varepsilon/k_BT}}{q_z}.$$

Multiplication by $k_BT/\Lambda^3$ gives the Volmer isotherm:

$$\boxed{\,p=p_0\,\frac{\theta}{1-\theta}\exp\!\left(\frac{\theta}{1-\theta}\right),\qquad p_0=\frac{k_BT}{\Lambda b q_z}\,e^{-\varepsilon/k_BT}\,} \tag{6}$$

The function $xe^x$ increases steadily from zero for $x\ge0$, so each pressure corresponds to one coverage. The principal Lambert function $W$ is defined for non-negative argument by $W(y)e^{W(y)}=y$ with $W\ge0$. Hence

$$x=W(p/p_0),\qquad \theta=\frac{W(p/p_0)}{1+W(p/p_0)}. \tag{7}$$

## The dilute limit

For $\theta\ll1$, $p\approx p_0\theta$ and the density is $\rho\approx p/(p_0b)$. Since $p_0\propto1/b$, this density does not depend on $b$, as it should not when molecules rarely meet.

The prefactor can be checked against a direct classical calculation. The gas density near the wall is enhanced by a Boltzmann factor, so the adsorbed density is

$$\rho=\frac{p}{k_BT}e^{\varepsilon/k_BT}\int_{-\infty}^{\infty}e^{-m\omega^2z^2/2k_BT}\,dz
=\frac{p}{k_BT}e^{\varepsilon/k_BT}\,\frac1\omega\sqrt{\frac{2\pi k_BT}{m}} .$$

From (6), $\rho=(p/k_BT)\,\Lambda q_z\,e^{\varepsilon/k_BT}$. When $\hbar\omega\ll k_BT$, $q_z\approx k_BT/\hbar\omega$, and

$$\Lambda q_z\approx\frac{h}{\sqrt{2\pi mk_BT}}\,\frac{2\pi k_BT}{h\omega}=\frac1\omega\sqrt{\frac{2\pi k_BT}{m}} .$$

The two results agree, and Planck's constant has cancelled.

## Recovering the spreading pressure

At fixed temperature the surface free energy obeys $dF=-\Pi\,dA+\mu\,dN$. Because $F$ is extensive, $F=-\Pi A+\mu N$. Differentiating the latter and subtracting the former gives $A\,d\Pi=N\,d\mu$. Since $d\mu=k_BT\,d\ln p$, the Gibbs adsorption equation follows:

$$d\Pi=\rho\,k_BT\,d\ln p .$$

For the Volmer law $\ln p=\ln p_0+\ln x+x$, so $d\ln p=(1+x)\,dx/x$. With $\rho=x/[b(1+x)]$,

$$d\Pi=\frac{k_BT}{b}\,\frac{x}{1+x}\,\frac{1+x}{x}\,dx=\frac{k_BT}{b}\,dx .$$

Integration from the empty surface returns (4). The isotherm and the equation of state therefore carry the same information about crowding.

## Localised adsorption

Let the surface have $M$ equivalent sites, each holding at most one molecule, with no other interaction. With $q_{xy}$ the partition function of lateral vibration in a site,

$$Q_N=\frac{M!}{N!(M-N)!}\,q^N,\qquad q=q_{xy}q_ze^{\varepsilon/k_BT}.$$

Stirling's formula gives

$$\frac{\mu}{k_BT}=-\frac{\partial\ln Q_N}{\partial N}=\ln\frac{N}{M-N}-\ln q .$$

Here $\theta=N/M$, so the argument of the first logarithm is again $x$. Equating to $\mu_{\rm gas}$ yields the Langmuir isotherm

$$p=p_L\,\frac{\theta}{1-\theta},\qquad p_L=\frac{k_BT}{\Lambda^3q_{xy}q_z}e^{-\varepsilon/k_BT}. \tag{8}$$

Every vacant site is large enough for a newcomer, so a site chosen at random accepts one with probability $1-\theta$. In the Volmer model the corresponding probability is $Z_{N+1}/(AZ_N)\approx(1-\theta)e^{-x}$, because the free area must also be gathered into a large enough gap. The factor $e^{-x}$ gives the added $x$ in (5), which the Langmuir chemical potential lacks.

To isolate the effect of crowding, the comparisons below hold two things fixed: the site area equals $b$, and $p_L=p_0$. The two laws then have the same dilute uptake and the same density at $\theta=1$. Comparison of (6) and (8) shows that $p_L=p_0$ requires $q_{xy}=b/\Lambda^2$. For equal $\varepsilon$ and classical lateral motion, a well that confines the molecule within its site makes $q_{xy}$ smaller than this and $p_L$ larger. Such a change shifts the Langmuir curve along the axis of $\ln p$ without changing its shape.

## Slopes and fluctuations

From $\theta=x/(1+x)$,

$$d\ln\theta=\frac{dx}{x}-\frac{dx}{1+x}=\frac{dx}{x(1+x)} .$$

Dividing $d\ln p$ by this expression gives

$$\left.\frac{d\ln p}{d\ln\theta}\right|_{\rm Volmer}=(1+x)^2=\frac{1}{(1-\theta)^2},\qquad
\left.\frac{d\ln p}{d\ln\theta}\right|_{\rm Langmuir}=1+x=\frac{1}{1-\theta}. \tag{9}$$

These slopes also measure number fluctuations. Let the surface exchange molecules with the gas, and set $\alpha=\mu/k_BT$. With $\Xi=\sum_Ne^{\alpha N}Q_N$, the first two derivatives of $\ln\Xi$ are

$$\langle N\rangle=\frac{\partial\ln\Xi}{\partial\alpha},\qquad
\langle N^2\rangle-\langle N\rangle^2=\frac{\partial\langle N\rangle}{\partial\alpha}.$$

At fixed $T$, $d\alpha=d\ln p$. The variance divided by the mean is therefore $d\ln\theta/d\ln p$, which is $(1-\theta)^2$ for Volmer and $1-\theta$ for Langmuir. At the same coverage the Volmer layer is therefore the stiffer one. This is a property of the constant-$b$ law and need not hold for real disks at high coverage.

## Crowding and the heat of adsorption

Define the isosteric heat as $q_{\rm st}=k_BT^2(\partial\ln p/\partial T)_\theta$. In both laws $\ln p$ is the sum of a function of $T$ and a function of $\theta$. With $b$ and the site area independent of temperature, $q_{\rm st}$ does not depend on coverage. Crowding in these models is entirely entropic.

In the classical limit $\Lambda\propto T^{-1/2}$ and $q_z\propto T$, so $p_0\propto T^{1/2}e^{-\varepsilon/k_BT}$ and the Volmer heat is $\varepsilon+k_BT/2$. For Langmuir the heat depends on the shape of the site. If the lateral motion is a tightly confined harmonic vibration, $q_{xy}\propto T^2$ gives $p_L\propto T^{-1/2}e^{-\varepsilon/k_BT}$ and a heat of $\varepsilon-k_BT/2$; a match $p_L=p_0$ made at one temperature, which then needs a deeper well on the sites, does not persist when $T$ changes. If the site has a flat floor of area $b$, then $q_{xy}=b/\Lambda^2$, the match holds at every temperature and the heat equals the Volmer value. A flat heat curve does not by itself distinguish the two laws. The shape of the isotherm does. If the saturation density is known and the dilute uptakes are matched, the pressures differ by the factor $e^x$, already 28 % at $\theta=0.2$; otherwise the isotherm must be followed to about half coverage or beyond. When the saturation density is unknown and must be fitted, a Langmuir law with site area $2b$ gives $\ln p=\ln\theta+2\theta+2\theta^2+\dots$ plus a constant, with $\theta=b\rho$, whereas the Volmer law gives $\ln\theta+2\theta+\tfrac32\theta^2+\dots$. The two differ only from the second order on.

# Second half: high coverage, real disks and an example

## Symbols and results carried over

The coverage is $\theta=b\rho$, with $\rho$ the surface density and $b$ the excluded area, and $x=\theta/(1-\theta)$. The reduced pressure is $y=p/p_0$, where $p_0=k_BTe^{-\varepsilon/k_BT}/(\Lambda bq_z)$. Here $\varepsilon$ is the well depth, $\Lambda$ the thermal wavelength and $q_z$ the partition function of normal vibration. The spreading pressure is $\Pi$. At equal dilute uptake and equal saturation density,

$$y=xe^x\ \ \text{(Volmer)},\qquad y=x\ \ \text{(Langmuir)}. \tag{10}$$

The Volmer law rests on the configuration integral $(A-Nb)^N$, derived for rods on a line and assumed for disks of diameter $d$ on a surface. Matching the dilute limit of disks gives $b=\pi d^2/2$.

## One family that contains both laws

Consider a line of $M$ sites on which each of $N$ rods covers $k$ consecutive sites. Treat every rod and every empty site as one object. There are $E=M-kN$ empty sites and $G=E+N=M-(k-1)N$ objects, so the number of arrangements is

$$\Omega=\frac{G!}{N!\,E!}.$$

Let $z$ be the activity, the statistical weight per rod. At equilibrium $\ln z=-\partial\ln\Omega/\partial N$. Since $\partial G/\partial N=-(k-1)$ and $\partial E/\partial N=-k$, Stirling's formula gives

$$\ln z=(k-1)\ln G+\ln N-k\ln E .$$

Now $\theta=kN/M$, so $N/M=\theta/k$, $E/M=1-\theta$ and $G/M=(1-\theta)(1+x/k)$. The powers of $M$ cancel, and

$$kz=x\left(1+\frac{x}{k}\right)^{k-1}. \tag{11}$$

In the dilute limit $kz=\theta$, which identifies $kz$ with $y$. For $k=1$ this is the Langmuir law. For large $k$ at fixed $x$,

$$(k-1)\ln\left(1+\frac xk\right)=x-\frac1k\left(x+\frac{x^2}{2}\right)+O(k^{-2}), \tag{12}$$

so $y\to xe^x$. Making the lattice finer than the rod converts the localised law into the mobile one.

Equation (11) was tested with a transfer matrix that builds the line site by site and remembers how many sites the current rod has still to fill. With $\lambda$ its largest eigenvalue, the coverage is $k\,d\ln\lambda/d\ln z$. For $k=1,2,5$, activities taken from (11) at $\theta=0.5$ and $0.9$ returned those coverages to within $10^{-5}$. For $k=200$ and $y=e$ the matrix gave $\theta=0.50094$, against $0.5$ from the Volmer law. The difference is the lattice correction. By (12) the required $\ln y$ is lower by $1.5/200=0.0075$, and by (9) this raises $\theta$ by $\theta(1-\theta)^2\times0.0075=0.00094$.

The fluctuation result was tested by summing over rod number on a ring of length $L=400b$. The first rod has $L$ positions. Cutting the ring there leaves a line problem for the other $N-1$ rods with free length $L-Nb$. The statistical weight is therefore $(y/b)^NL(L-Nb)^{N-1}/N!$. At $y=3e^3$ the sum gave $\theta=0.75000$ and variance over mean $0.06250=(1-\theta)^2$. A sum over 400 independent sites at the same coverage gave $0.25000=1-\theta$.

We have derived the Volmer and Langmuir isotherms and shown that rods on a lattice connect them, with numerical checks of the rod formula and of the number fluctuations. What remains is to follow the two laws towards saturation, test the constant excluded area against real disks, and apply the model to titanium tetrachloride.
